# Weiss oscillations from guiding-centre drift in a weak periodic potential

**Q.** You claim that a weak periodic potential makes the resistance of a two-dimensional electron gas oscillate with magnetic field, by classical mechanics alone. What is the model?

**A.** Electrons of charge \(-e\) and mass \(m\) move in the \(xy\) plane, with a field \(B>0\) along \(z\). Their potential energy is \(V(x)=V_0\cos qx\), with \(q=2\pi/a\). The gas is degenerate, so electrons at the Fermi energy \(E_F=mv_F^2/2\) carry the current. Collisions are elastic, occur at rate \(1/\tau\), and make the direction of motion random without moving the electron. Landau quantization is left out. I write

\[
\omega=\frac{eB}{m},\quad R_c=\frac{v_F}{\omega},\quad l=v_F\tau,\quad s=\omega\tau,\quad \eta=\frac{V_0}{E_F}.
\]

The magnetic force \(-e\,\mathbf v\times\mathbf B\) has components \(-eBv_y\) and \(+eBv_x\). Between collisions, therefore,

\[
\dot v_x=-\frac{V'(x)}{m}-\omega v_y,\qquad \dot v_y=\omega v_x .
\]

**Q.** The potential pushes along \(x\) and averages to zero over a period. Why should anything accumulate?

**A.** Follow the centre of the orbit, defined by \(X=x-v_y/\omega\) and \(Y=y+v_x/\omega\). Differentiation gives

\[
\dot X=v_x-\frac{\omega v_x}{\omega}=0,\qquad
\dot Y=v_y+\frac1\omega\left(-\frac{V'}{m}-\omega v_y\right)=-\frac{V'(x)}{m\omega}.
\]

Both hold for any strength of \(V\). Since \(-V'=qV_0\sin qx\) and \(m\omega=eB\), we have \(\dot Y=(qV_0/eB)\sin qx\). The force along \(x\) moves the centre along \(y\), while \(X\) stays fixed until the next collision.

Now average over one turn. With \(\mathbf v=v_F(\cos\varphi,\sin\varphi)\), the definition of \(X\) gives \(x=X+R_c\sin\varphi\), and without \(V\) the angle advances uniformly. Then

\[
\langle\sin(qX+qR_c\sin\varphi)\rangle
=\sin qX\,\langle\cos(qR_c\sin\varphi)\rangle+\cos qX\,\langle\sin(qR_c\sin\varphi)\rangle .
\]

The last average vanishes because its argument is odd in \(\varphi\). The other is the Bessel function \(J_0(qR_c)\). The drift velocity is

\[
v_d(X)=\frac{qV_0}{eB}\,J_0(qR_c)\sin qX .
\]

It averages to zero over \(X\), but an electron with a given \(X\) keeps its drift for a whole free flight.

**Q.** You used the unperturbed circle. When is that allowed?

**A.** The largest modulation force must be small compared with the magnetic force:

\[
\frac{qV_0}{ev_FB}=\frac{qV_0R_c}{mv_F^2}=\frac{\eta qR_c}{2}\ll1 .
\]

Once the ratio exceeds one, some electrons are channelled along \(y\) and do not circle at all. Just above that threshold the channels lie where the modulation force is largest; they move toward the potential troughs as the ratio grows. The condition fails at low field.

Newton's equations, integrated over 40 turns with \(\eta=0.001\) and \(qX=1\), confirm the average. At \(qR_c=3.8317\) the drift in units of \((qV_0/eB)\sin qX\) is \(-0.4024\), against \(J_0=-0.4028\). At the first zero of \(J_0\), \(qR_c=2.4048\), it is \(-0.0007\).

**Q.** A drift of either sign, with zero mean, is not a current. How does it enter the resistance?

**A.** Through diffusion. Collisions change \(X\), so the drift along \(y\) becomes a random walk. Let flight \(k\) have drift velocity \(v_k\) and duration \(t_k\). The durations are exponentially distributed, with \(\langle t\rangle=\tau\) and \(\langle t^2\rangle=2\tau^2\). After \(N\) flights, lasting \(N\tau\) on average, and for large \(N\),

\[
D_d=\frac{1}{2N\tau}\Big\langle\Big(\sum_k v_kt_k\Big)^2\Big\rangle
=\frac{1}{2N\tau}\Big[2N\tau^2\langle v_0^2\rangle+2N\tau^2\sum_{k\ge1}\langle v_0v_k\rangle\Big]
=\tau\sum_{k\ge0}\langle v_0v_k\rangle .
\]

**Q.** Surely an isotropic collision erases the memory, so that only \(k=0\) survives.

**A.** It erases the direction but not the position. Before the collision \(x=X+R_c\sin\varphi\); afterwards the centre is at \(X'=x-R_c\sin\varphi'\). The new angle \(\varphi'\) is random. For \(s\gg1\) the old angle is random too, because the flight lasted many radians of rotation. Hence

\[
\langle e^{iqX'}\rangle=e^{iqX}\langle e^{iqR_c\sin\varphi}\rangle\langle e^{-iqR_c\sin\varphi'}\rangle=e^{iqX}J_0^2(qR_c).
\]

Each collision keeps a fraction \(J_0^2\) of the correlation. With \(\langle\sin^2qX\rangle=1/2\), the geometric series gives

\[
D_d=\frac{\tau}{2}\left(\frac{qV_0}{eB}\right)^2J_0^2\,(1+J_0^2+J_0^4+\dots)
=\frac{\tau}{2}\left(\frac{qV_0}{eB}\right)^2\frac{J_0^2}{1-J_0^2}.
\]

**Q.** The centre also jumps along \(y\) in a collision. Does that interfere with the drift?

**A.** The jump is \(\Delta Y=R_c(\cos\varphi'-\cos\varphi)\), since \(y\) is unchanged. Its mean square is \(R_c^2\), and for \(s\gg1\) successive jumps are independent. They contribute \(R_c^2/2\tau=D_0/s^2\), where \(D_0=v_F^2\tau/2\). Cross terms with the drift contain one factor \(\cos\varphi\) or \(\cos\varphi'\), while the drifts depend on these angles through their sines. The replacement \(\varphi\to\pi-\varphi\) reverses the cosine and keeps the sine, so the cross terms vanish. Thus \(D_{yy}=D_0/s^2+D_d\) at leading order in \(1/s\).

**Q.** Extra diffusion along \(y\) should help conduction along \(y\). Where does extra resistance come from?

**A.** From inverting a tensor whose Hall part is large. Define

\[
D_{ij}=\int_0^\infty C_{ij}(t)\,dt,\qquad C_{ij}(t)=\langle v_i(t)v_j(0)\rangle,
\]

averaged over the energy shell. Its measure is uniform in \(x\) and \(\varphi\), because \(\int p\,dp\,\delta(E_F-p^2/2m-V)=m\) wherever \(V<E_F\). The potential exerts no force along \(y\), and collisions relax the mean \(v_y\) at rate \(1/\tau\). So

\[
\frac{dC_{yj}}{dt}=\omega C_{xj}-\frac{C_{yj}}{\tau}.
\]

At \(t=0\), \(C_{yj}=\delta_{yj}v_F^2/2\), since \(V\) averages to zero. At late times \(C_{yj}\to0\). Integrating over time and multiplying by \(\tau\),

\[
D_{yj}-sD_{xj}=D_0\,\delta_{yj}.
\]

This says that the second row of \(D_0D^{-1}\) is \((-s,\,1)\). Onsager symmetry, \(D_{ij}(B)=D_{ji}(-B)\), fixes the upper right element as \(+s\). One unknown, \(\Delta\), remains:

\[
D_0D^{-1}=\begin{pmatrix}1+\Delta&s\\-s&1\end{pmatrix},\qquad
\frac{D_{yy}}{D_0}=\frac{1+\Delta}{1+\Delta+s^2}.
\]

The Einstein relation \(\sigma=e^2ND\), with the constant density of states \(N=m/\pi\hbar^2\), makes this matrix \(\rho/\rho_0\). Here \(\rho_0=1/(e^2ND_0)=m/(ne^2\tau)\), because the electron density is \(n=NE_F\). So \(\Delta=\Delta\rho_{xx}/\rho_0\), while \(\rho_{yy}\) and the Hall resistivity are unchanged in this model.

For \(s\gg1\) and \(\Delta\ll s^2\), the last expression is \((1+\Delta)/s^2\). Comparison with \(D_{yy}=D_0/s^2+D_d\) gives \(\Delta=s^2D_d/D_0\), or

\[
\Delta=\left(\frac{eB\tau}{m}\right)^2\frac{1}{v_F^2}\left(\frac{qV_0}{eB}\right)^2\frac{J_0^2}{1-J_0^2}
=\left(\frac{\eta ql}{2}\right)^2\frac{J_0^2(qR_c)}{1-J_0^2(qR_c)} ,
\]

using \(qV_0\tau/(mv_F)=qlV_0/(mv_F^2)=\eta ql/2\). The field has cancelled from the prefactor.

**Q.** Then where are the minima?

**A.** At the zeros of \(J_0\), where the drift vanishes for every \(X\) to first order in \(V_0\). For a large orbit, \(z=qR_c\gg1\), the average of \(e^{iz\sin\varphi}\) comes mainly from the two turning points in \(x\), where the electron lingers. Near \(\varphi=\pi/2+u\), \(\sin\varphi\simeq1-u^2/2\), and the contribution is

\[
\frac{e^{iz}}{2\pi}\int_{-\infty}^{\infty}e^{-izu^2/2}\,du=\frac{e^{iz}}{2\pi}\sqrt{\frac{2\pi}{z}}\;e^{-i\pi/4}.
\]

The opposite turning point gives the complex conjugate. Their sum is

\[
J_0(z)\simeq\sqrt{\frac{2}{\pi z}}\cos\left(z-\frac{\pi}{4}\right).
\]

At this order \(J_0^2\ll1\), so the denominator \(1-J_0^2\) becomes one, and

\[
\Delta\simeq\frac{\eta^2q^2l^2}{4}\,\frac{2}{\pi qR_c}\cos^2\left(qR_c-\frac\pi4\right)
=\eta^2\frac{l^2}{aR_c}\cos^2\left(\frac{2\pi R_c}{a}-\frac\pi4\right).
\]

The cosine vanishes when \(qR_c-\pi/4=(n-\tfrac12)\pi\), so \(qR_c=(n-\tfrac14)\pi\). Multiplying by \(2/q=a/\pi\),

\[
2R_c=\left(n-\tfrac14\right)a,\qquad n=1,2,3,\dots
\]

Without the phase \(\pi/4\), which comes from the finite width of the turning regions, the rule would have \(n-\tfrac12\) in place of \(n-\tfrac14\).

**Q.** Your series of repeated collisions still looks optional. Can it be tested?

**A.** Yes, against a numerical solution of the stationary Boltzmann equation with the full potential, which makes no use of guiding centres. For \(\eta=0.001\), \(ql=400\) and \(qR_c=3.8317\), it gives \(\Delta/(\eta ql/2)^2=0.19364\). The full series gives 0.19362; a single flight gives 0.16222.

The high-field limit shows the physics. For \(qR_c\ll1\), \(J_0^2\simeq1-(qR_c)^2/2\), so

\[
\Delta\simeq\left(\frac{\eta ql}{2}\right)^2\frac{2}{(qR_c)^2}=\frac{\eta^2s^2}{2}.
\]

A small orbit moves little in each collision and keeps its drift through many of them. The same answer follows from a local description. The density \(n(x)=N(E_F-V)\) makes the Hall resistivity \(\rho_H=B/en(x)\) vary by a fraction \(\eta\cos qx\). In the steady state \(j_x\) and \(E_y=-\rho_H(x)j_x+\rho_0j_y\) are uniform. With zero mean \(j_y\), this requires \(j_y=j_x(\rho_H-\bar\rho_H)/\rho_0\). The mean of \(E_x=\rho_0j_x+\rho_Hj_y\) then contains the extra resistivity \(\langle(\rho_H-\bar\rho_H)^2\rangle/\rho_0=\rho_0\eta^2s^2/2\), since \(\bar\rho_H=s\rho_0\). Variations of \(\rho_0\) itself lack the factor \(s^2\). A single flight would saturate at \((\eta ql/2)^2\) and miss this limit.

**Q.** What if the electron completes only a few radians between collisions?

**A.** Then use the momentum balance along \(x\). Let \(L\) be the time derivative along an orbit and \(Cf=(f-\langle f\rangle_\varphi)/\tau\) the collision operator. The functions \(\chi_i=(-L+C)^{-1}v_i\) satisfy \(D_{ij}=\langle\chi_iv_j\rangle\). Take the combination \(\hat\chi=\sum_i(D^{-1})_{xi}\chi_i\). It obeys

\[
\langle\hat\chi v_j\rangle=\delta_{xj},\qquad(-L+C)\hat\chi=\frac{(1+\Delta)v_x+sv_y}{D_0}.
\]

The equation of motion gives \((-L+C)v_x=V'/m+\omega v_y+v_x/\tau\). Writing \(\hat\chi=(\tau/D_0)v_x+\psi\) therefore leaves

\[
(-L+C)\psi=\frac{1}{D_0}\left(\Delta\,v_x-\frac{\tau V'}{m}\right).
\]

Because \((\tau/D_0)\langle v_x^2\rangle=1\) and \(\langle v_xv_y\rangle=0\), \(\psi\) is orthogonal to both \(v_x\) and \(v_y\). Multiply the equation by \(v_x\) and average. On the right, \(\langle v_xV'\rangle=0\), which leaves \(\Delta v_F^2/(2D_0)=\Delta/\tau\). On the left, the collision term is \(\langle v_x\psi\rangle/\tau=0\). The orbital flow preserves the measure, so \(-\langle v_xL\psi\rangle=\langle(Lv_x)\psi\rangle=-\langle V'\psi\rangle/m\). Hence \(\Delta=-\tau\langle V'\psi\rangle/m\).

To first order in \(V_0\), drop \(\Delta v_x\) and use free orbits, with generator \(L_0\):

\[
\Delta=\frac{\tau^2}{m^2D_0}\langle V'(-L_0+C)^{-1}V'\rangle
=\frac{2\tau}{m^2v_F^2}\int_0^\infty\langle V'(x(t))V'(x(0))\rangle\,dt .
\]

The added resistance is friction from the fluctuating force. At equal times \(\langle V'^2\rangle=q^2V_0^2/2\). During a flight \(x(t)-x(0)=R_c[\sin(\varphi+\omega t)-\sin\varphi]\). Expanding \(e^{iz\sin\varphi}=\sum_pJ_p(z)e^{ip\varphi}\) and averaging over \(\varphi\), one flight contributes

\[
\int_0^\infty e^{-t/\tau}\sum_pJ_p^2e^{ip\omega t}\,dt=\tau S,\qquad S=\sum_{p=-\infty}^{\infty}\frac{J_p^2(qR_c)}{1+p^2s^2},
\]

where imaginary parts cancel between \(p\) and \(-p\). Each collision starts a new flight from the same \(x\) and brings another factor \(S\), so the sum is \(\tau S/(1-S)\). Finally

\[
\Delta=\frac{2\tau}{m^2v_F^2}\,\frac{q^2V_0^2}{2}\,\frac{\tau S}{1-S}=\left(\frac{\eta ql}{2}\right)^2\frac{S}{1-S}.
\]

For \(s\to\infty\) only \(p=0\) survives and the drift result returns. For \(s=2\), \(qR_c=3\) and \(\eta=0.01\), this formula gives \(1.5528\times10^{-4}\) and the Boltzmann solution \(1.5529\times10^{-4}\). At finite \(s\) the terms with \(p\ne0\) keep the minima above zero.

**Q.** Put numbers in. Does the rule survive at \(n=1\), where the orbit is not large?

**A.** Take \(m=0.07\,m_e\), \(n_e=3\times10^{15}\ \mathrm{m^{-2}}\) for the electron density, \(a=300\) nm, \(l=6000\) nm and \(V_0=0.20\) meV. Then \(k_F=\sqrt{2\pi n_e}=0.1373\ \mathrm{nm^{-1}}\), \(E_F=10.26\) meV, \(\eta=0.0195\) and \(\rho_0=31.3\ \Omega\). Since \(R_c=\hbar k_F/eB\), the rule gives

\[
B_n=\frac{2\hbar k_F}{ea(n-1/4)}=\frac{0.6025\ \mathrm T}{n-1/4}.
\]

| \(n\) | \(2R_c/a\), rule | zero of \(J_0\) | Boltzmann | \(B\), rule (T) | \(B\), Boltzmann (T) |
|---|---|---|---|---|---|
| 1 | 0.750 | 0.7655 | 0.7654 | 0.803 | 0.787 |
| 2 | 1.750 | 1.7571 | 1.7567 | 0.344 | 0.343 |
| 3 | 2.750 | 2.7546 | 2.7535 | 0.219 | 0.219 |
| 4 | 3.750 | 3.7534 | 3.7515 | 0.161 | 0.161 |

At \(n=1\) the rule's field is 2% above the Boltzmann value, mostly because the large-orbit form of \(J_0\) is being used at \(qR_c=2.4\). The small remaining shifts from the zeros of \(J_0\) contain the effects of finite \(s\) and finite \(V_0\), which this calculation does not separate. At the minima \(\Delta\) rises from 0.0004 at \(n=1\) to 0.0021 at \(n=4\), while \(s\) falls from 52 to 11. The channelling parameter \(\eta qR_c/2\) is still only 0.115 at \(n=4\).

**Q.** And how large is the resistance between minima?

**A.** The first maximum between minima is near \(B=0.494\) T, where \(R_c=183\) nm, \(s=32.8\) and \(|J_0|=0.4028\). The peak drift speed is

\[
\frac{qV_0}{eB}|J_0|=\frac{(2\pi/300\ \mathrm{nm})(0.20\ \mathrm{mV})}{0.494\ \mathrm T}\times0.4028\simeq3.4\times10^3\ \mathrm{m/s},
\]

only 1.5% of \(v_F=2.27\times10^5\) m/s. It matters because the field has already reduced ordinary diffusion to \(D_0/s^2=0.00063\ \mathrm{m^2/s}\). The drift adds \(D_d=0.00018\ \mathrm{m^2/s}\), and the ratio is \(\Delta\). From the prefactor, \(\Delta=1.5003\times0.19362=0.2905\), or \(9.1\ \Omega\). The Boltzmann solution gives 0.2908.

The cosine law gives 0.247 here, 15% below the Boltzmann value, chiefly because it drops \(1-J_0^2\). At the third maximum, 0.186 T, it gives 0.094 against 0.100. It locates the minima better than it gives these heights.

**Q.** Would temperature not wash all this out, as it does quantum oscillations?

**A.** More slowly. The oscillations found here are called Weiss oscillations. Their phase \(2qR_c\) changes with energy at the rate \(2q/(\hbar k_F\omega)\), since \(dR_c/dE=1/(mv_F\omega)\). The phase \(2\pi E/\hbar\omega\) of oscillations from Landau levels changes at \(2\pi/\hbar\omega\). The second rate is larger by \(\pi k_F/q=k_Fa/2=20.6\). At the first maximum \(\hbar\omega=0.82\) meV. An energy change of \(\hbar\omega/2\pi=0.13\) meV shifts the quantum phase by one radian; the Weiss phase needs about 2.7 meV. Averaging an oscillation of phase \(\phi(E)\) over the Fermi step, with \(\phi\) taken as linear in \(E\), multiplies its amplitude by \(u/\sinh u\), where \(u=\pi k_BT\,d\phi/dE\). At this field \(u=1\) at about 0.5 K for the quantum phase and 10 K for the Weiss phase, and the amplitudes are halved near 1 K and 21 K. At 4.2 K the factor is 0.003 for the quantum oscillations and 0.97 for the Weiss oscillations. Leaving out Landau quantization is therefore safe in the example only from a few kelvin up; at the \(n=1\) field the quantum factor is still 0.56 at 1.5 K. These estimates leave out any change of \(\tau\) with temperature.

**Q.** Would a real device behave like your example?

**A.** The parameters are ordinary for a high-mobility GaAs heterostructure with a patterned gate. The assumption that suffers most is isotropic scattering, because remote donors deflect electrons mainly through small angles. Keep the same transport time \(\tau\) and consider that extreme. The mean square deflection after time \(t\) is \(2t/\tau\), and a deflection \(\delta\varphi\) moves \(X\) by \(-R_c\cos\varphi\,\delta\varphi\). Averaged over the orbit, the variance of \(X\) grows as \(R_c^2t/\tau\), so the memory of \(\sin qX\) decays as \(\exp[-(qR_c)^2t/2\tau]\). The memory time is \(2\tau/(qR_c)^2\) instead of \(\tau/(1-J_0^2)\).

At the first maximum this would cut \(\Delta\) to roughly a tenth of its isotropic value. Even that estimate is strained: the memory time, \(0.14\tau\), is shorter than one cyclotron period, \(0.19\tau\), so the orbit average itself becomes doubtful. A sample with mixed scattering can therefore have much weaker oscillations than the \(9.1\ \Omega\) found here. The zeros of \(J_0\) contain no scattering time, so the positions are more robust than the heights as long as orbits close before the memory is lost. In the small-angle extreme only the \(n=1\) minimum of the example meets this condition. At \(n=2\) the memory time is already \(0.07\tau\), against a cyclotron period of \(0.28\tau\), and minima from there on can shift or disappear. The numerical output below gives the values for the isotropic model.

## Calculated quantities

```
mass 0.07 m_e, density 3.0e+15 m^-2
period a 300 nm, mean free path 6000 nm
V0 0.20 meV, EF 10.259 meV, eta 0.01949
kF 0.1373 nm^-1, vF 2.2706e+05 m/s, tau 26.42 ps
rho_0 31.335 ohm, q l 125.66
prefactor (eta q l/2)^2 1.5003
drift / (q V0 sin(qX)/(eB)): q Rc, orbit, J0
  2.4048  -0.0007  0.0000
  3.8317  -0.4024  -0.4028
  8.0000  0.1718  0.1717
clean limit, q Rc 3.8317, omega_c tau 104.4:
  Delta/prefactor: Boltzmann 0.19364
  all flights 0.19362, one flight 0.16222
omega_c tau 2.0, q Rc 3.0: Delta Boltzmann 1.5529e-04, formula 1.5528e-04
omega_c tau 1.0, q Rc 5.0: Delta Boltzmann 1.4724e-04, formula 1.4722e-04
minima: n, (2Rc/a): rule, J0 zero, Boltzmann; B rule, B Boltz. (T)
  1  0.7500  0.7655  0.7654  0.8033  0.7871
     Delta at minimum 0.00043, omega_c tau 52.3
  2  1.7500  1.7571  1.7567  0.3443  0.3429
     Delta at minimum 0.00097, omega_c tau 22.8
  3  2.7500  2.7546  2.7535  0.2191  0.2188
     Delta at minimum 0.00151, omega_c tau 14.5
  4  3.7500  3.7534  3.7515  0.1607  0.1606
     Delta at minimum 0.00206, omega_c tau 10.7
maxima: B (T), 2Rc/a, Delta: cosine law, J0^2/(1-J0^2), finite-s formula, Boltzmann
  0.4939  1.2197  0.2470  0.2905  0.2907  0.2908
  0.2698  2.2331  0.1358  0.1485  0.1489  0.1489
  0.1860  3.2383  0.0938  0.0998  0.1003  0.1003
first maximum: B 0.4939 T, Rc 183.0 nm, omega_c tau 32.80
  peak drift speed 3415.5 m/s
  D_drift 0.00018 m^2/s, D0 0.6812 m^2/s
  D0/s^2 0.00063 m^2/s
  Delta from drift 0.2905, added rho_xx 9.102 ohm
  Boltzmann rho_yy/rho_0 1.000000, rho_xy/(s rho_0) 1.000000
channelling parameter eta q Rc/2 at n = 4: 0.1148
energy sensitivity, quantum/Weiss phase: 20.59
cyclotron quantum at first maximum 0.8169 meV
```
